# The Kleinman internal displacement of diamond crystals in the Keating model

If a diamond crystal is sheared on paper by moving every atom with the macroscopic strain, its bonds and its stiffness in general come out wrong. For the germanium parameters used below, that recipe gives a shear constant \(C_{44}\) of 88.3 GPa, where the same force model gives 64.5 GPa once the atoms may settle. Under tension along [110] it even predicts that one set of bonds shortens when, after settling, those bonds lengthen slightly in this model (and keep their length in a variant treated below). A calculation of strained bands that starts from such positions starts from the wrong crystal. What is missing is a rigid shift of one sublattice against the other, which the macroscopic strain does not fix. Its size is measured by the Kleinman parameter \(\zeta\), and the forces between the atoms determine it.

Let \(a_0\) be the cubic lattice parameter and \(a=a_0/4\). An atom of sublattice A has four neighbours on sublattice B, at \(a\mathbf t_i\) with

\[
\mathbf t_1=(1,1,1),\quad \mathbf t_2=(1,-1,-1),\quad \mathbf t_3=(-1,1,-1),\quad \mathbf t_4=(-1,-1,1).
\]

The bond length is \(d=\sqrt3\,a\), and two different bonds of one atom have the scalar product \(-a^2\). The Keating model assigns an energy to departures from these values:

\[
E=\frac{\alpha}{8a^2}\sum_{\text{bonds}}\left(\mathbf r\cdot\mathbf r-3a^2\right)^2+\frac{\beta}{8a^2}\sum_{\text{pairs}}\left(\mathbf r_i\cdot\mathbf r_j+a^2\right)^2 .
\]

A pair means two bonds that share an atom, with both vectors drawn from that atom. Both constants are positive and have the unit N/m. The first resists the stretching of bonds. The second is not purely an angle-bending constant: \(\mathbf r_i\cdot\mathbf r_j\) changes when a bond is stretched at fixed angle. This affects the meaning of \(\zeta\), as will be seen.

Apply a small homogeneous strain \(\varepsilon\), a symmetric matrix of tensor components, so that \(\varepsilon_{yz}\) is half the engineering shear. Rotations need no separate treatment, because the energy contains scalar products only. The strained crystal keeps its lattice translations, so the forces on all atoms of one sublattice are equal, and it is enough to let sublattice B shift by a common vector \(\mathbf u\) relative to A. The bonds become

\[
\mathbf r_i=a(1+\varepsilon)\mathbf t_i+\mathbf u .
\]

Nothing is lost by this restriction. Every bracket in \(E\) vanishes in the unstrained crystal, so to second order \(E\) is a sum of squares of expressions linear in the displacements. Such a function is convex, and any point where all forces vanish is a minimum. If the energy per cell is stationary in \(\mathbf u\), periodicity makes the force on every atom vanish.

Only the first-order change of each bracket is therefore needed. For a bond,

\[
\delta(\mathbf r_i\cdot\mathbf r_i)=2a^2\,\mathbf t_i\cdot\varepsilon\mathbf t_i+2a\,\mathbf u\cdot\mathbf t_i .
\]

The squares of the components of \(\mathbf t_i\) are 1, so

\[
\mathbf t_i\cdot\varepsilon\mathbf t_i=\operatorname{tr}\varepsilon+2(\varepsilon_{yz}t_yt_z+\varepsilon_{zx}t_zt_x+\varepsilon_{xy}t_xt_y).
\]

Each of the four vectors has \(t_xt_yt_z=1\), hence \(t_yt_z=t_x\), and likewise for the cyclic permutations. With the shears collected in \(\mathbf e=(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy})\), this gives

\[
\delta(\mathbf r_i\cdot\mathbf r_i)=2a^2\operatorname{tr}\varepsilon+2a(\mathbf u+2a\mathbf e)\cdot\mathbf t_i .
\tag{1}
\]

For two different bonds,

\[
\delta(\mathbf r_i\cdot\mathbf r_j)=2a^2\,\mathbf t_i\cdot\varepsilon\mathbf t_j+a\,\mathbf u\cdot(\mathbf t_i+\mathbf t_j).
\]

Any two of the vectors agree in one component and are opposite in the other two. Suppose they agree in \(x\), with the common value \(s=\pm1\). Then \(\mathbf t_i+\mathbf t_j=2s\hat{\mathbf x}\). In \(\mathbf t_i\cdot\varepsilon\mathbf t_j\) the diagonal strains give \(\varepsilon_{xx}-\varepsilon_{yy}-\varepsilon_{zz}=2\varepsilon_{xx}-\operatorname{tr}\varepsilon\). The coefficient of \(\varepsilon_{yz}\) is \(-2t_{iy}t_{iz}=-2s\), while those of \(\varepsilon_{xy}\) and \(\varepsilon_{zx}\) cancel. Writing \(D_x=2\varepsilon_{xx}-\operatorname{tr}\varepsilon\), we have

\[
\delta(\mathbf r_i\cdot\mathbf r_j)=2a^2D_x+2as(u_x-2ae_x).
\tag{2}
\]

There is one pair with \(s=1\) and one with \(s=-1\) for each of the three axes, which accounts for all six pairs at an atom.

A primitive cell has two atoms, four bonds and twelve pairs. In the bond sum, \(\sum_i\mathbf t_i=0\) removes the product of the two terms of (1), and \(\sum_i t_{ik}t_{il}=4\delta_{kl}\) gives

\[
\frac{\alpha}{8a^2}\left[16a^4(\operatorname{tr}\varepsilon)^2+16a^2|\mathbf u+2a\mathbf e|^2\right].
\]

In the pair sum the cross term of (2) is odd in \(s\) and cancels. The bonds seen from a B atom are the reversed vectors \(-\mathbf r_i\), whose scalar products are the same, so the second atom doubles the result:

\[
2\,\frac{\beta}{8a^2}\sum_{k=x,y,z}\left[8a^4D_k^2+8a^2(u_k-2ae_k)^2\right].
\]

The energy per primitive cell is therefore

\[
U=2\alpha a^2(\operatorname{tr}\varepsilon)^2+2\beta a^2\sum_kD_k^2+2\alpha|\mathbf u+2a\mathbf e|^2+2\beta|\mathbf u-2a\mathbf e|^2 .
\tag{3}
\]

Diagonal strain does not couple to \(\mathbf u\) at this order. Shear does, and the two force constants pull in opposite directions: \(\alpha\) favours \(\mathbf u=-2a\mathbf e\) and \(\beta\) favours \(\mathbf u=+2a\mathbf e\). Setting the derivative to zero,

\[
4\alpha(\mathbf u+2a\mathbf e)+4\beta(\mathbf u-2a\mathbf e)=0,
\qquad
\mathbf u=-2a\,\frac{\alpha-\beta}{\alpha+\beta}\,\mathbf e .
\]

The Kleinman parameter is defined by \(\mathbf u=-\zeta(a_0/2)\mathbf e\), and \(a_0/2=2a\), so

\[
\boxed{\;\zeta=\frac{\alpha-\beta}{\alpha+\beta}\;}
\tag{4}
\]

The curvature \(4(\alpha+\beta)\) is positive, so this shift is the unique minimum in \(\mathbf u\).

When \(\beta\ll\alpha\), \(\zeta\) tends to 1. The bracket \(\mathbf u+2a\mathbf e\) then vanishes, and by (1) a pure shear leaves all bond lengths unchanged to first order. When \(\alpha=\beta\) the two pulls balance and the atoms follow the macroscopic strain. When \(\beta>\alpha\) the shift reverses: \(\alpha=20\) N/m and \(\beta=31\) N/m give \(\zeta=-11/51=-0.216\). The limit \(\beta\gg\alpha\) gives \(\zeta=-1\), where the scalar products of different bonds are preserved.

That last state does not preserve the bond angles. From \(\cos\theta=\mathbf r_i\cdot\mathbf r_j/(|\mathbf r_i||\mathbf r_j|)\), with \(\cos\theta=-1/3\) in the unstrained crystal,

\[
d^2\,\delta\cos\theta=\delta(\mathbf r_i\cdot\mathbf r_j)+\tfrac16\left[\delta(\mathbf r_i\cdot\mathbf r_i)+\delta(\mathbf r_j\cdot\mathbf r_j)\right].
\tag{5}
\]

For pure shear and a pair that agrees in \(x\), (1) and (2) turn the right-hand side into

\[
2as(u_x-2ae_x)+\tfrac{2}{3}as(u_x+2ae_x)=\tfrac83as(u_x-ae_x).
\]

The angles are kept to first order at \(\mathbf u=a\mathbf e\), which is \(\zeta=-1/2\). At \(\zeta=0\) they do change: with \(\mathbf u=0\), \(|\delta\cos\theta|=\tfrac89|e_x|\), and division by \(\sin\theta=\sqrt8/3\) gives an angle change of 0.943 rad per unit tensor shear. The value \(\zeta=0\) means affine motion, not preserved angles.

The same energy gives the elastic constants, and with them a way to obtain \(\zeta\) from macroscopic data. The cell volume is \(a_0^3/4=16a^3\), and \(\sum_kD_k^2=4\sum_k\varepsilon_{kk}^2-(\operatorname{tr}\varepsilon)^2\). For diagonal strain the energy density is

\[
\frac{U}{16a^3}=\frac{1}{8a}\left[(\alpha-\beta)(\operatorname{tr}\varepsilon)^2+4\beta\sum_k\varepsilon_{kk}^2\right].
\]

In a cubic crystal the coefficient of \(\varepsilon_{xx}^2\) is \(C_{11}/2\) and that of \(\varepsilon_{xx}\varepsilon_{yy}\) is \(C_{12}\). Hence

\[
C_{11}=\frac{\alpha+3\beta}{a_0},\qquad C_{12}=\frac{\alpha-\beta}{a_0},\qquad \zeta=\frac{2C_{12}}{C_{11}+C_{12}} .
\tag{6}
\]

The last relation holds within this model. For shear the energy density is \(2C_{44}|\mathbf e|^2\). If the atoms are held to affine motion, \(\mathbf u=0\), (3) gives \(8(\alpha+\beta)a^2|\mathbf e|^2\) per cell, and the clamped constant is \(C_{44}^{(0)}=(\alpha+\beta)/a_0\). After relaxation the two brackets are \(2a\mathbf e(1-\zeta)\) and \(-2a\mathbf e(1+\zeta)\), with \(1-\zeta=2\beta/(\alpha+\beta)\) and \(1+\zeta=2\alpha/(\alpha+\beta)\). Then

\[
U=32a^2|\mathbf e|^2\,\frac{\alpha\beta^2+\beta\alpha^2}{(\alpha+\beta)^2}=32a^2|\mathbf e|^2\,\frac{\alpha\beta}{\alpha+\beta},
\]

\[
C_{44}=\frac{4\alpha\beta}{a_0(\alpha+\beta)}=(1-\zeta^2)\,C_{44}^{(0)} .
\tag{7}
\]

The internal shift softens the crystal whatever its sign. For \(\beta\to0\) the softening is complete, since the crystal can then shear to first order without stretching a bond.

How much does (4) owe to Keating's choice of scalar products? Replace them by true springs, with energies \(\tfrac12k_r(\delta d)^2\) per bond and \(\tfrac12k_\theta d^2(\delta\theta)^2\) per angle. Under shear, \(\delta d=\delta(\mathbf r\cdot\mathbf r)/(2d)=a(\mathbf u+2a\mathbf e)\cdot\mathbf t/d\), and the four bonds contribute \(\tfrac23k_r|\mathbf u+2a\mathbf e|^2\). For the angles, \((\delta\theta)^2=\tfrac98(\delta\cos\theta)^2\), so \(d^2(\delta\theta)^2=\tfrac98\cdot\tfrac{64}{9}\,a^2(u_x-ae_x)^2/(3a^2)=\tfrac83(u_x-ae_x)^2\). Each axis has four such angles per cell, which together contribute \(\tfrac{16}{3}k_\theta|\mathbf u-a\mathbf e|^2\). The minimum obeys \(k_r(\mathbf u+2a\mathbf e)+8k_\theta(\mathbf u-a\mathbf e)=0\), and

\[
\zeta'=\frac{k_r-4k_\theta}{k_r+8k_\theta}.
\tag{8}
\]

This runs from 1 for weak angle springs to \(-1/2\) for strong ones, as the geometry requires.

A fair comparison holds \(C_{11}\) and \(C_{12}\) fixed. Let \(q_k=\varepsilon_{kk}-\tfrac13\operatorname{tr}\varepsilon\). Since \(D_k=2q_k-\tfrac13\operatorname{tr}\varepsilon\) and \(\sum_kq_k=0\), the Keating energy for diagonal strain is \((2\alpha+\tfrac23\beta)a^2(\operatorname{tr}\varepsilon)^2+8\beta a^2\sum_kq_k^2\). In the spring model \(\delta d=a^2\operatorname{tr}\varepsilon/d\), and (5) gives \(d^2\delta\cos\theta=4a^2q_k\), so that \(d^2(\delta\theta)^2=6a^2q_k^2\). Its energy is \(\tfrac23k_ra^2(\operatorname{tr}\varepsilon)^2+12k_\theta a^2\sum_kq_k^2\). The two agree if \(k_r=3\alpha+\beta\) and \(k_\theta=\tfrac23\beta\), and (8) becomes

\[
\zeta'=\frac{9\alpha-5\beta}{9\alpha+19\beta}.
\tag{9}
\]

Both models agree that \(\zeta\to1\) when \(\beta\to0\). At finite \(\beta\) they generally differ, although they share two elastic constants. The one exception is \(\beta=\tfrac37\alpha\), where (4) and (9) cross and both give 0.4.

Consider now a germanium channel under a uniaxial tension \(S=1\) GPa along [110]. The parameters are rough typical values: \(\alpha=38\) N/m, \(\beta=12\) N/m and \(a_0=0.566\) nm, with a bond length of 0.245 nm. Equation (4) gives

\[
\zeta=\frac{38-12}{38+12}=0.52,
\]

and (6) and (7) give \(C_{11}=130.7\), \(C_{12}=45.9\) and \(C_{44}=64.5\) GPa. The clamped constant, 88.3 GPa, is 37% above the relaxed one.

The stress components are \(\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=S/2\), and the others vanish. From \(\sigma_{xy}=2C_{44}\varepsilon_{xy}\),

\[
\varepsilon_{xy}=\frac{S}{4C_{44}}=\frac{1}{4\times64.5}=0.388\,\%.
\]

The diagonal strains follow from \(\operatorname{tr}\varepsilon=S/(C_{11}+2C_{12})=0.449\,\%\) and \(\varepsilon_{xx}-\varepsilon_{zz}=S/[2(C_{11}-C_{12})]=0.590\,\%\). They are \(\varepsilon_{xx}=\varepsilon_{yy}=0.346\,\%\) and \(\varepsilon_{zz}=-0.243\,\%\). Only \(e_z=\varepsilon_{xy}\) drives the internal shift, which lies along the cube axis perpendicular to the tension:

\[
u_z=-0.52\times283\ \text{pm}\times0.00388=-0.571\ \text{pm}.
\]

The shift is small beside the bond length but not beside the changes of bond length. Equation (1) with \(\delta d=\delta(\mathbf r\cdot\mathbf r)/(2d)\) gives, for this strain,

\[
\frac{\delta d}{d}=\frac{\operatorname{tr}\varepsilon}{3}+\frac23\,t_z(1-\zeta)\,\varepsilon_{xy}.
\]

The first term lengthens every bond by 0.367 pm. The second would be \(\pm0.634\) pm for affine motion and is reduced to \(\pm0.304\) pm by the factor \(1-\zeta=0.48\). The bonds with \(t_z=1\), such as [111], therefore lengthen by 0.67 pm instead of 1.00 pm. Those with \(t_z=-1\), such as \([1\bar1\bar1]\), lengthen by 0.06 pm, where affine motion would shorten them by 0.27 pm. The sign changes because the reduced shear term no longer outweighs the dilation.

Several simplifications stand behind (4). The first is the form of the bending energy. With \(k_r=126\) N/m and \(k_\theta=8\) N/m, (9) gives \(\zeta'=0.495\), which is 5% below the Keating value at the same \(C_{11}\) and \(C_{12}\). At the same shear strain the shift would be 0.543 pm in magnitude. The spring model is also softer in shear: its relaxed energy gives \(C_{44}'=6k_rk_\theta/[a_0(k_r+8k_\theta)]=56.2\) GPa. At the same stress of 1 GPa, \(\varepsilon_{xy}\) is then 0.445 % and the shift 0.622 pm, larger than the Keating value. The two terms of \(\delta d/d\) are then both equal to \(a_0S/(3k_r)\), so the bonds with \(t_z=-1\) keep their length to first order. The slight lengthening found above therefore depends on the force model, while the removal of the affine shortening is common to both.

Forces of longer range can be gauged by a spring \(k_3\) between third neighbours, which join A to B. (Second neighbours belong to the same sublattice, so their separation does not contain \(\mathbf u\).) The twelve separations are \(a\mathbf v\), where \(\mathbf v\) has one component \(\pm3\), two components \(\pm1\), and \(v_xv_yv_z=-3\). Under a shear \(e_x\) such a spring stretches by \((2ae_xv_yv_z+u_xv_x)/\sqrt{11}\). Since \(\sum v_x^2=44\) and \(\sum v_xv_yv_z=-36\), the part of its energy that depends on \(u_x\) is \(2k_3u_x^2-\tfrac{72}{11}k_3ae_xu_x\). The corresponding part of (3) is \(2(\alpha+\beta)u_x^2+8(\alpha-\beta)ae_xu_x\). Minimizing the sum gives

\[
\zeta=\frac{\alpha-\beta-\tfrac{9}{11}k_3}{\alpha+\beta+k_3}.
\]

An assumed \(k_3\) of 1% of \(\alpha\), with \(\alpha\) and \(\beta\) held fixed, lowers \(\zeta\) to 0.510, a change of 2%.

Finite strain matters less here. Minimizing the full Keating energy numerically at the strain above, by Gauss–Newton iteration on the atomic positions, gives \(u_z=-0.573\) pm, an effective \(\zeta\) of 0.522. The sign of this change is not reliable. The Keating form gives the optical mode a Grüneisen parameter of about \(-0.6\), where germanium has about \(+1.1\). Adding a bond term cubic in \(\mathbf r\cdot\mathbf r-3a^2\), tuned to \(+1.1\), turns the figure into 0.514.

For temperature, the curvature of (3) first fixes the vibration of the two sublattices against each other. The reduced mass is \(M/2\), so \(\omega^2=8(\alpha+\beta)/M\), and \(M=72.63\) u gives 9.17 THz. One quantum oscillator of this frequency has

\[
\langle u_x^2\rangle=\frac{\hbar}{M\omega}\coth\frac{\hbar\omega}{2k_BT},
\]

or 5.5 pm rms per axis at 400 K. That is about ten times the static shift, but the motion averages to zero in the harmonic model and leaves \(\zeta\) untouched. Averaging the full Keating energy over a Gaussian of this width, and taking \(\zeta\) from its numerical second derivatives, lowers \(\zeta\) by 0.003. Expansion from 300 to 400 K, with an assumed coefficient of \(6\times10^{-6}\) per kelvin and fixed force constants, lowers it by 0.0005 in the same way. Both figures rest on the anharmonicity that the Keating form happens to have, and the first lets one oscillator stand for all the vibrations. With the cubic bond term above, the quasi-harmonic free energy of all modes lowers \(\zeta\) by about 0.02 at 400 K and the expansion lowers it by about 0.003. The Keating figures may thus be several times too small, and the vibrational effect can rival that of the bending form.

Real germanium has \(C_{11}\), \(C_{12}\) and \(C_{44}\) of roughly 130, 50 and 70 GPa, so the model's values lie within about 10% of these, and a tension of 1 GPa is within the range used in strained channels. A modest error in \(\beta\) can matter as much as the form of the bending energy: raising it by 10% at fixed \(\alpha\) changes \(\zeta\) from 0.52 to \(24.8/51.2=0.48\). Equation (6) with the rough real constants above gives \(100/180=0.56\). The second decimal of \(\zeta\) is thus uncertain by several units. Real channels also have surfaces and interfaces, where atoms lack neighbours or have different ones. The sums over four equivalent bonds then fail, and (4) applies to the interior alone. In a III-V channel the two atoms of the cell are different and may be given different bending constants. Within the same short-range model the doubled pair sum becomes a sum over \(\beta_A\) and \(\beta_B\), so their mean replaces \(\beta\) in (4). The Coulomb forces between the unlike ions are then still missing, and (4) cannot say how far they move the result.
